# Grid convergence of local exchange for a cosine density: a program that tests the result

```python
"""Fourier decay and grid convergence of local exchange.

Density: rho(x) = 1 + b cos(x), 0 < b <= 1.
Coefficient: c_n = (1/2pi) integral over one period of rho^p exp(-i n x).
Result under test, for b < 1 and kappa = arccosh(1/b):
  c_n ~ (-1)^n (1-b^2)^(p/2) n^(-p-1) exp(-n kappa) / Gamma(-p).
p = 4/3 belongs to the exchange energy, p = 1/3 to its potential.
For b = 1 the decay is algebraic, n^(-2p-1).
The physical cell is a cube with density mean_density*rho(2 pi x/side).
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import i0
from pyscf.dft import libxc

mp.mp.dps = 25
P_ENERGY = mp.mpf(4) / 3
P_POTENTIAL = mp.mpf(1) / 3


def decay_rate(b):
    return mp.acosh(1 / mp.mpf(b))


def coefficient_from_definition(n, b, p):
    """Direct quadrature over half a period, using even symmetry."""
    b = mp.mpf(b)
    pieces = max(4, n // 2 + 1)
    points = [mp.pi * j / pieces for j in range(pieces + 1)]
    integral = mp.quad(
        lambda x: (1 + b * mp.cos(x)) ** p * mp.cos(n * x), points)
    return integral / mp.pi


def coefficient_from_cut(n, b, p):
    """Integral along the branch cut, valid for n > p."""
    b = mp.mpf(b)
    root = mp.sqrt(1 - b * b)
    scale = 1 / (n - p)
    points = [0, 2 * scale, 10 * scale, 80 * scale]
    integral = mp.quad(
        lambda s: (root * mp.sinh(s) + 2 * mp.sinh(s / 2) ** 2) ** p
        * mp.exp(-n * s), points)
    return ((-1) ** n * (-mp.sin(mp.pi * p) / mp.pi)
            * mp.exp(-n * decay_rate(b)) * integral)


def leading_law(n, b, p):
    b = mp.mpf(b)
    return ((-1) ** n * (1 - b * b) ** (p / 2) * mp.mpf(n) ** (-p - 1)
            * mp.exp(-n * decay_rate(b)) / mp.gamma(-p))


def cosine_power(x, b):
    return np.maximum(1 + b * np.cos(x), 0) ** (4 / 3)


def grid_mean(function, points, offset=0.0):
    x = 2 * np.pi * (np.arange(points) + offset) / points
    return float(np.mean(function(x)))


def smallest_even_grid(function, exact_mean, tolerance):
    for points in range(2, 1001, 2):
        if abs(grid_mean(function, points) / exact_mean - 1) < tolerance:
            return points
    raise RuntimeError("grid limit reached")


# Coefficients: definition against cut integral and asymptotic law.
defined = {}
for b, orders in ((0.5, (5, 20)), (0.9, (2, 5, 20, 21, 40)),
                  (0.99, (20, 40))):
    for n in orders:
        value = coefficient_from_definition(n, b, P_ENERGY)
        defined[b, n] = value
        assert abs(value / coefficient_from_cut(n, b, P_ENERGY) - 1) < 1e-8
        assert (-1) ** n * value > 0
for b, n in ((0.5, 20), (0.9, 40)):
    ratio = defined[b, n] / leading_law(n, b, P_ENERGY)
    correction = mp.mpf(14) / 9 / mp.sqrt(1 - mp.mpf(b) ** 2) / n
    # The neglected terms start at order 1/n^2.
    assert abs(ratio - 1 - correction) < 10 / n ** 2
local_rate = -mp.log(abs(defined[0.9, 21] / defined[0.9, 20]))
assert local_rate > decay_rate(0.9)

potential_20 = coefficient_from_definition(20, 0.9, P_POTENTIAL)
assert abs(potential_20 / coefficient_from_cut(20, 0.9, P_POTENTIAL) - 1) < 1e-8
potential_ratio = potential_20 / leading_law(20, 0.9, P_POTENTIAL)
potential_correction = (P_POTENTIAL * (P_POTENTIAL + 1)
                        / (40 * mp.sqrt(1 - mp.mpf(0.9) ** 2)))
assert abs(potential_ratio - 1 - potential_correction) < 10 / 20 ** 2

# Touching zero density: algebraic decay.
touching_40 = coefficient_from_definition(40, 1, P_ENERGY)
touching_constant = (mp.mpf(2) ** (-P_ENERGY) * mp.gamma(2 * P_ENERGY + 1)
                     * abs(mp.sin(mp.pi * P_ENERGY)) / mp.pi)
touching_law = touching_constant * mp.mpf(40) ** (-2 * P_ENERGY - 1)
assert abs(touching_40 / touching_law - 1) < 5 / 40 ** 2
assert abs(decay_rate(0.999) / mp.sqrt(0.002) - 1) < 0.002

# Physical model and independent check of the exchange prefactors.
side = 10.0
mean_density = 0.03
volume = side ** 3
wave_number = 2 * np.pi / side
exchange_constant = 0.75 * (3 / np.pi) ** (1 / 3)
sample_density = np.array([0.003, 0.03, 0.057])
library = libxc.eval_xc("LDA,", sample_density, spin=0, deriv=1)
assert np.allclose(library[0], -exchange_constant * sample_density ** (1 / 3),
                   rtol=1e-8)
assert np.allclose(library[1][0], -(3 * sample_density / np.pi) ** (1 / 3),
                   rtol=1e-8)
energy_scale = -exchange_constant * mean_density ** (4 / 3) * volume

# Grid error against the bounds from aliased coefficients.
amplitudes = (0.5, 0.9, 0.99, 0.999, 1.0)
exact_means = {b: float(coefficient_from_definition(0, b, P_ENERGY))
               for b in amplitudes}
grid_errors = {}
for b, points in ((0.5, 8), (0.5, 16), (0.9, 8), (0.9, 16),
                  (0.9, 24), (0.99, 8), (0.99, 16), (0.99, 24)):
    error = grid_mean(lambda x: cosine_power(x, b), points) - exact_means[b]
    lower = 2 * float(coefficient_from_cut(points, b, P_ENERGY))
    upper = lower / (1 - float(mp.exp(-points * decay_rate(b))))
    # The slack covers double-precision summation.
    assert lower - 1e-14 <= error <= upper + 1e-14
    grid_errors[b, points] = error
shifted_error = (grid_mean(lambda x: cosine_power(x, 0.9), 16, 0.5)
                 - exact_means[0.9])
assert abs(shifted_error / grid_errors[0.9, 16] + 1) < 0.01

# Hartree energy: three-point Fourier solution against Gauss's law.
def grid_hartree(points, b):
    x = side * np.arange(points) / points
    density = mean_density * (1 + b * np.cos(wave_number * x))
    coefficients = np.fft.fft(density) / points
    waves = 2 * np.pi * np.fft.fftfreq(points, d=side / points)
    nonzero = waves != 0
    return 2 * np.pi * volume * np.sum(
        np.abs(coefficients[nonzero]) ** 2 / waves[nonzero] ** 2)


def electric_field(x):
    return 4 * np.pi * quad(
        lambda y: mean_density * 0.9 * np.cos(wave_number * y), 0, x)[0]


field_energy = side ** 2 / (8 * np.pi) * quad(
    lambda x: electric_field(x) ** 2, 0, side)[0]
hartree_formula = (np.pi * volume * (mean_density * 0.9) ** 2
                   / wave_number ** 2)
hartree_three = grid_hartree(3, 0.9)
assert abs(hartree_three / field_energy - 1) < 1e-9
assert abs(hartree_formula / field_energy - 1) < 1e-9
assert abs(grid_hartree(2, 0.9) / field_energy - 1) > 0.1

# Same density contrast with and without complex zeros.
tolerance = 1e-8
needed = {b: smallest_even_grid(lambda x: cosine_power(x, b),
                                exact_means[b], tolerance)
          for b in amplitudes}
assert all(needed[low] < needed[high]
           for low, high in zip(amplitudes[:-1], amplitudes[1:]))
zero_free = {}
for b in (0.9, 0.99, 0.999):
    a = np.arctanh(b)
    exact = i0(4 * a / 3) / i0(a) ** (4 / 3)
    zero_free[b] = smallest_even_grid(
        lambda x: (np.exp(a * np.cos(x)) / i0(a)) ** (4 / 3),
        exact, tolerance)
    assert zero_free[b] < needed[b]
assert zero_free[0.999] < needed[0.999] / 2

print(f"cell side = {side:.1f} bohr")
print(f"mean density = {mean_density:.3f} bohr^-3")
print(f"electrons in cell = {mean_density * volume:.1f} (number)")
print(f"Dirac exchange constant = {exchange_constant:.6f} (atomic units)")
print(f"Gamma(-4/3) = {float(mp.gamma(-P_ENERGY)):.6f} (dimensionless)")
for b in (0.5, 0.9, 0.99, 0.999):
    rate = float(decay_rate(b))
    print(f"b={b}: kappa = {rate:.6f} (dimensionless), "
          f"zero distance = {rate / wave_number:.4f} bohr")
for n in (5, 20, 40):
    value = defined[0.9, n]
    ratio = value / leading_law(n, 0.9, P_ENERGY)
    print(f"b=0.9, n={n}: c_n = {float(value):.6e}, "
          f"exact/leading = {float(ratio):.5f} (dimensionless)")
print(f"b=0.9 local rate, n=20 to 21 = {float(local_rate):.5f} (dimensionless)")
print(f"b=0.9 potential c_20 (p=1/3) = {float(potential_20):.6e} (dimensionless)")
print(f"b=1 algebraic constant = {float(touching_constant):.6f} (dimensionless)")
print(f"b=1, c_40 = {float(touching_40):.6e} (dimensionless)")
print(f"b=1, c_40/algebraic law = {float(touching_40 / touching_law):.6f}")
print(f"b=0.9 mean of rho^(4/3) = {exact_means[0.9]:.8f} (dimensionless)")
print(f"b=0.9 exchange energy = {energy_scale * exact_means[0.9]:.8f} hartree")
print(f"b=0.9 Hartree energy, 3 points = {hartree_three:.8f} hartree")
print(f"b=0.9 Hartree energy, Gauss law = {field_energy:.8f} hartree")
for (b, points), error in grid_errors.items():
    print(f"b={b}, N={points}: exchange error = "
          f"{energy_scale * error:.4e} hartree")
print(f"b=0.9, N=16, half-spacing shift: exchange error = "
      f"{energy_scale * shifted_error:.4e} hartree")
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
print(f"b=0.99, N=16: exchange error = "
      f"{energy_scale * grid_errors[0.99, 16] * hartree_in_ev:.4e} eV")
print(f"relative error target = {tolerance:.1e} (dimensionless)")
for b in amplitudes:
    print(f"b={b}: smallest even grid = {needed[b]} points")
for b in zero_free:
    print(f"zero-free density, contrast of b={b}: a = {np.arctanh(b):.5f}, "
          f"smallest even grid = {zero_free[b]} points")
print("checks complete")
```

Output:

```
cell side = 10.0 bohr
mean density = 0.030 bohr^-3
electrons in cell = 30.0 (number)
Dirac exchange constant = 0.738559 (atomic units)
Gamma(-4/3) = 3.046765 (dimensionless)
b=0.5: kappa = 1.316958 (dimensionless), zero distance = 2.0960 bohr
b=0.9: kappa = 0.467145 (dimensionless), zero distance = 0.7435 bohr
b=0.99: kappa = 0.142014 (dimensionless), zero distance = 0.2260 bohr
b=0.999: kappa = 0.044740 (dimensionless), zero distance = 0.0712 bohr
b=0.9, n=5: c_n = -4.742232e-04, exact/leading = 1.93186 (dimensionless)
b=0.9, n=20: c_n = 1.040491e-08, exact/leading = 1.18910 (dimensionless)
b=0.9, n=40: c_n = 1.660300e-13, exact/leading = 1.09180 (dimensionless)
b=0.9 local rate, n=20 to 21 = 0.58903 (dimensionless)
b=0.9 potential c_20 (p=1/3) = -3.086087e-07 (dimensionless)
b=1 algebraic constant = 0.438925 (dimensionless)
b=1, c_40 = 5.870654e-07 (dimensionless)
b=1, c_40/algebraic law = 1.001190
b=0.9 mean of rho^(4/3) = 1.09686506 (dimensionless)
b=0.9 exchange energy = -7.55150069 hartree
b=0.9 Hartree energy, 3 points = 5.80119768 hartree
b=0.9 Hartree energy, Gauss law = 5.80119768 hartree
b=0.5, N=8: exchange error = -9.8215e-07 hartree
b=0.5, N=16: exchange error = -4.5815e-12 hartree
b=0.9, N=8: exchange error = -4.2436e-04 hartree
b=0.9, N=16: exchange error = -1.6294e-06 hartree
b=0.9, N=24: exchange error = -1.4048e-08 hartree
b=0.99, N=8: exchange error = -2.3661e-03 hartree
b=0.99, N=16: exchange error = -9.5616e-05 hartree
b=0.99, N=24: exchange error = -9.9555e-06 hartree
b=0.9, N=16, half-spacing shift: exchange error = 1.6291e-06 hartree
b=0.99, N=16: exchange error = -2.6018e-03 eV
relative error target = 1.0e-08 (dimensionless)
b=0.5: smallest even grid = 10 points
b=0.9: smallest even grid = 22 points
b=0.99: smallest even grid = 48 points
b=0.999: smallest even grid = 86 points
b=1.0: smallest even grid = 148 points
zero-free density, contrast of b=0.9: a = 1.47222, smallest even grid = 12 points
zero-free density, contrast of b=0.99: a = 2.64665, smallest even grid = 16 points
zero-free density, contrast of b=0.999: a = 3.80020, smallest even grid = 18 points
checks complete
```
